Variance of the mean radius of a rough circular contact

**Problem**

A lithographic process prints many contact holes that are meant to be identical circles of radius R. The edge of one printed hole, measured from its nominal centre, is

r(θ) = R + δ(θ).

The radial error δ is random. Angle brackets denote the average over many holes, taken at fixed angle. Assume that

⟨δ(θ)⟩ = 0,

⟨δ(θ) δ(θ′)⟩ = σ² exp(−s/ξ),

where σ is the rms error at one point of the edge, ξ is the correlation length, and s is the distance between the two points along the nominal circle. Two arcs join any two points of a circle; s is the shorter one:

s = R min(|θ − θ′|, 2π − |θ − θ′|), with θ and θ′ in [0, 2π].

The mean radius of one hole is the average over its edge,

r̄ = (1/2π) ∫₀^{2π} r(θ) dθ.

(a) Estimate the variance of r̄ from hole to hole by a scaling argument.

(b) Find it exactly within this model, and show that the assumed correlation is one that a random edge can have.

(c) Compare the two for R = 12 nm, σ = 0.80 nm and ξ = 10 nm, and judge which neglected effects matter.

The algebra involves σ² and ratios of lengths, so it holds in atomic units as well as in nanometres.

**First estimate by scaling**

Points much closer than ξ move together; points much farther apart move independently. Divide the circumference into pieces of length ξ and treat each piece as one independent error of variance σ². Their number is

N ≈ 2πR/ξ.

The mean of N independent errors has variance σ²/N, so

Var r̄ ≈ σ² ξ/(2πR).

For the given numbers, N ≈ 75.4/10 = 7.54 and Var r̄ ≈ 0.64/7.54 = 0.085 nm². The standard deviation is about 0.29 nm.

The argument leaves two things open. The length of an "independent piece" is known only up to a factor of order one. The estimate also cannot hold when ξ exceeds the circumference, for then N < 1 and the mean would fluctuate more than a single point does. In that regime the whole edge moves nearly as one, and the sensible estimate is Var r̄ ≈ σ².

**Exact solution**

*The variance as a double average.* Let m be the error of the mean radius. Since R is constant,

m = r̄ − R = (1/2π) ∫₀^{2π} δ(θ) dθ.

Its ensemble average vanishes because ⟨δ⟩ = 0, so Var r̄ = ⟨m²⟩. Write the square as a product of two integrals with separate variables, and take the ensemble average inside:

Var r̄ = (1/4π²) ∫₀^{2π} dθ′ ∫₀^{2π} dθ ⟨δ(θ) δ(θ′)⟩.

The exchange is allowed because ⟨|δ(θ) δ(θ′)|⟩ ≤ σ² by the Cauchy–Schwarz inequality, and the domain is finite. This step uses second moments alone; δ need not be Gaussian.

*Reduction to one integral.* Define κ = R/ξ and the lag u = θ − θ′. The correlation depends on u alone. Call it ρ(u). On the interval −π ≤ u ≤ π the shorter arc is R|u|, hence

ρ(u) = exp(−κ|u|), −π ≤ u ≤ π,

and ρ repeats with period 2π outside it. At fixed θ′, the inner integral over θ becomes an integral of ρ over u from −θ′ to 2π − θ′. That is one full period, and the integral of a periodic function over a full period does not depend on where the period starts. It may be moved to [−π, π]:

∫₀^{2π} ρ(θ − θ′) dθ = ∫_{−π}^{π} exp(−κ|u|) du.

The right side no longer contains θ′, so the outer integral contributes a factor 2π:

Var r̄ = (σ²/4π²) · 2π · ∫_{−π}^{π} exp(−κ|u|) du = (σ²/2π) ∫_{−π}^{π} exp(−κ|u|) du.

The integrand is even. Twice the integral over positive u gives

Var r̄ = (σ²/π) ∫₀^π exp(−κu) du = (σ²/π) · [1 − exp(−πκ)]/κ.

Restoring κ = R/ξ,

Var r̄ = σ² (ξ/πR) [1 − exp(−πR/ξ)].

The upper limit π is the largest possible separation, half a turn. The bracket therefore records that the correlation is cut off at the opposite side of the hole.

*Is the correlation admissible?* A function may serve as a correlation only if no weighted average of the edge acquires a negative variance. Expand ρ in harmonics, ρ(u) = Σₙ aₙ exp(inu), with n running over all integers. Because ρ is even,

aₙ = (1/2π) ∫_{−π}^{π} ρ(u) cos(nu) du = (1/π) ∫₀^π exp(−κu) cos(nu) du.

An antiderivative of the last integrand is

exp(−κu) [n sin(nu) − κ cos(nu)]/(κ² + n²),

as differentiation confirms: the sine terms cancel and the cosine terms add up to (κ² + n²) cos(nu). At u = π the sine vanishes and the cosine is (−1)ⁿ; at u = 0 the bracket is −κ. Subtracting,

aₙ = κ [1 − (−1)ⁿ exp(−πκ)] / [π(κ² + n²)].

Every aₙ is positive, since exp(−πκ) < 1. For a real weight f(θ), the variance of ∫ f δ dθ is

σ² ∬ f(θ) f(θ′) ρ(θ − θ′) dθ dθ′ = σ² Σₙ aₙ |∫ f(θ) exp(inθ) dθ|² ≥ 0,

so the condition is met for every ratio R/ξ. Positive coefficients are also sufficient, because they allow an edge with this correlation to be built:

δ(θ) = σ √a₀ g₀ + σ Σₙ₌₁^∞ √(2aₙ) [gₙ cos(nθ) + hₙ sin(nθ)],

where all gₙ and hₙ are independent random numbers of zero mean and unit variance. Averaging the product δ(θ) δ(θ′) leaves σ² [a₀ + Σₙ₌₁^∞ 2aₙ cos(n(θ − θ′))], which is σ² ρ(θ − θ′). The constant weight f = 1/2π selects n = 0 and returns Var r̄ = σ² a₀, the result just found.

*Limits.* With x = πR/ξ the result reads

Var r̄ / σ² = (1 − e^{−x})/x.

For a correlation length much longer than the half circumference, x ≪ 1, and the series of the exponential gives

Var r̄ / σ² = 1 − x/2 + x²/6 − …

The edge then moves in and out as a whole. For x ≫ 1 the exponential drops out:

Var r̄ ≈ σ² ξ/(πR).

Both leading forms, σ² and σ²/x, lie above the exact value, because 1 − e^{−x} is less than x and less than 1 for every x > 0. Between them the ratio falls steadily: its derivative is [(1 + x)e^{−x} − 1]/x², which is negative because e^x > 1 + x.

**Comparison of the two**

Dividing the exact variance by the scaling estimate σ²/(2x) gives

exact/estimate = 2(1 − e^{−x}).

The factor 2 has a simple origin. A point of the edge is correlated with its neighbours on both sides, so the effective length of a piece is the integral of exp(−|s|/ξ) over both directions, which is 2ξ and not ξ. The remaining factor is the cut-off at half a turn.

For small holes the error changes sign. The estimate happens to be right at x = ln 2, that is at ξ = πR/ln 2 ≈ 4.5R, and is too large for longer ξ. If it is capped at σ², as argued above, the cap takes over at x = 1/2, where the exact ratio is (1 − e^{−1/2})/(1/2) ≈ 0.79. The ratio of exact to capped estimate thus stays between about 0.79 and 2 for all x. Scaling gives the right dependence in both limits and misses by at most a factor 2 in variance.

Now the numbers. The parameter is

x = π · 12/10 = 3.770, e^{−x} = 0.0231,

so that

Var r̄ / σ² = (1 − 0.0231)/3.770 = 0.2591,

Var r̄ = 0.64 nm² · 0.2591 = 0.166 nm².

The standard deviation of the mean radius is 0.407 nm, or 4.07 Å. A direct double average of the correlation over points on the circle, with the arcs found from the coordinates of the points, gives the same ratio, 0.2591.

The scaling estimate of 0.085 nm² is low by a factor 1.95, in agreement with 2(1 − 0.0231). Nearly all of this comes from the two-sided correlation. With pieces of length 2ξ the estimate becomes 0.64/3.770 = 0.170 nm², about 2% above the exact variance. The effective number of independent pieces, σ²/Var r̄, is 3.86: the edge of this hole averages its errors about as well as four independent points would.

The diameter is twice the radius, so its three-sigma spread is 6 · 0.407 = 2.44 nm, about 10% of the nominal 24 nm. Reading three sigma as an interval that holds 99.7% of the holes assumes a Gaussian mean radius, which the variance formula itself does not.

*Change of size.* At fixed σ and ξ, the standard deviation is 0.537 nm for R = 6 nm, 0.407 nm for 12 nm and 0.291 nm for 24 nm. Doubling the radius from 12 to 24 nm divides it by 1.40, close to the √2 of independent pieces. Doubling from 6 to 12 nm divides it by 1.32, because the smaller hole is nearer to moving as a whole. Relative to R, the spread rises from 1.2% to 8.9% as R shrinks from 24 to 6 nm.

*Sensitivity to ξ.* Since x is inversely proportional to ξ, differentiating the logarithm of the result at fixed R and σ gives

d ln(Var r̄)/d ln ξ = 1 − x e^{−x}/(1 − e^{−x}).

Here this is 1 − 0.09 = 0.91. The standard deviation carries half of it, so a small relative error in ξ enters the spread with a weight of about 0.46, while a relative error in σ enters with weight 1.

**Where the rest of the roughness goes**

Setting u = 0 in the harmonic expansion gives Σₙ aₙ = 1. The point variance σ² is thus shared among the harmonics, with a₀ for n = 0 and 2aₙ for each n ≥ 1, since n and −n describe the same shape.

A displacement of the whole hole by (dₓ, d_y) changes the edge, to first order, by dₓ cos θ + d_y sin θ. This is the harmonic n = 1. With a₁ = 0.1602, it holds 32% of σ². The mean radius holds 26%, and the remaining 42% is change of shape.

This division matters when σ is taken from images. If each edge is measured from its own fitted centre, the n = 1 part is removed to first order, and the rms error found is smaller than the σ of the formula.

The same happens if σ is taken as the rms error of one edge about its own mean radius. Expanding the square,

(1/2π) ∫₀^{2π} (δ − m)² dθ = (1/2π) ∫₀^{2π} δ² dθ − m²,

because the cross term is −2m · m and the last term is +m². The ensemble average is

σ² − Var r̄ = 0.640 − 0.166 = 0.474 nm²,

an rms of 0.689 nm in place of 0.80 nm. Used as σ, it would give 0.351 nm for the spread of the mean radius, 14% below the correct value. The repair is to add the missing part: if w² is the average variance inside one edge about its own mean, with radii measured from the nominal centre, and g = (1 − e^{−x})/x, then w² = σ²(1 − g) and Var r̄ = w² g/(1 − g).

The repair has two limits. If the centre is fitted as well, the n = 1 part is missing too, w² = σ²(1 − g − 2a₁) = 0.269 nm², and the denominator must be 1 − g − 2a₁; with 1 − g the spread would come out as 0.307 nm, 25% low. And g needs the true ξ. The correlation taken about the edge's own mean, (ρ − g)/(1 − g), falls to 1/e where ρ = g + (1 − g)/e = 0.532, at an arc of 6.3 nm rather than 10 nm; that length used as ξ gives a spread of about 0.31 nm.

**Two related averages**

*Radius from the area.* The size of a hole can also be defined through its area A, which has the advantage of not depending on the chosen centre. If each ray from the centre meets the edge once,

A = ½ ∫₀^{2π} r² dθ, A/π = (1/2π) ∫₀^{2π} r² dθ = r̄² + v,

where v is the variance inside that one edge. For v ≪ r̄², the square root gives

√(A/π) ≈ r̄ + v/(2r̄).

On average the area radius exceeds the mean radius by about (σ² − Var r̄)/(2R) = 0.474/24 = 0.0198 nm. This is 5% of the spread. The shift differs from hole to hole, since v does. Its effect on the spread comes mainly through the covariance of v with the mean radius, a third moment of δ that the model does not fix. For errors symmetric under δ → −δ it vanishes and the spread hardly changes; for a skewed edge the spread of the area radius can differ by a few per cent, with the sign of the skewness.

Random edges confirm the symmetric case. In 20 000 edges built from Gaussian noise, the mean radius had a standard deviation of 0.407 nm and the area radius 0.406 nm, with an average shift of 0.0198 nm. In 20 000 edges built from noise that takes two values, the figures were 0.410 nm, 0.409 nm and 0.0197 nm. The sampling error of such a standard deviation is about 0.5%, or 0.002 nm, so both sets agree with 0.407 nm.

*The circle cut open.* Suppose the edge is unrolled into a straight line of length L = 2πR, with correlation exp(−|s − s′|/ξ). Pairs at separation t then occur with weight 2(L − t)/L², and the variance ratio is

(2/L²) ∫₀^L (L − t) exp(−t/ξ) dt.

Integration by parts gives ξL − ξ²[1 − exp(−L/ξ)] for the integral, so the ratio is

(2ξ/L) {1 − (ξ/L)[1 − exp(−L/ξ)]}.

For the present hole this is 0.230 instead of 0.259, an error of −11% in the variance. The sign is certain: the distance along the cut line is never less than the shorter arc, so the cut weakens correlations and strengthens none. The two ends of the line are neighbours on the real edge, and the line treats them as strangers.

**The model beside a real process**

The parameters lie in the regime of contact holes printed by extreme-ultraviolet lithography: diameters of a few tens of nanometres, point errors of somewhat under or about 1 nm, and correlation lengths of the order of 10 nm. These are rough typical sizes, not data for a particular resist. The following effects are outside the model; their inputs are assumed round values, and R, σ and ξ are held fixed unless stated.

With the inputs assumed here, the depth of the resist and the errors common to a whole hole are the largest; the first lowers the variance by 54% and the second raises it by 54%. Take the depth first. If σ describes the edge in one horizontal plane, and the size that counts is an average over the depth, errors at different depths partly cancel. Assume that the correlation is the product of the one used here and exp(−|z − z′|/ξ_z). The depth average then multiplies the variance by the line formula above, with L replaced by the depth and ξ by ξ_z. For a depth of 30 nm and ξ_z = 10 nm, the standard deviation is multiplied by 0.675 and falls to 0.275 nm. If σ was measured on an edge already averaged over the depth, this factor must not be applied again.

Errors common to a whole hole act the other way. Let σ = 0.80 nm describe the edge roughness alone, and let the mask and the dose cause an independent radius error of 0.30 nm rms. The two contributions add in quadrature:

√(0.407² + 0.30²) = 0.506 nm,

which is 24% more. With σ and ξ taken from the roughness alone, the formula describes the part of the size variation that comes from edge roughness, not all of it. If instead the 0.80 nm was measured at fixed angle over many holes, it already contains the common error. The roughness part is then √(0.80² − 0.30²) = 0.742 nm, and with ξ still describing that part the total spread is √(0.742² · 0.2591 + 0.30²) = 0.482 nm, 18% more than 0.407 nm.

Measurement noise enters through σ. Uncorrelated noise of 0.40 nm rms, if not subtracted, raises the apparent σ to √(0.80² + 0.40²) = 0.894 nm, and the predicted spread to 0.455 nm, 12% too high at unchanged ξ.

The form of the correlation matters less for the two alternatives tried here. If it decays with the straight chord between two points instead of the arc, the spread is 0.431 nm, 6% more, since the chord is shorter than the arc. If it decays as exp[−(chord/ξ)^{1.5}], which makes the edge smoother at short distance, the spread is 0.409 nm. Relative to the simple chord exponential, this form is larger for separations below ξ and smaller above, and for this hole the net effect is a reduction that nearly cancels the chord correction. Other ratios R/ξ need not show such a cancellation.

The derivation itself fails if the statistics vary around the edge, for instance when the image is sharper along one axis than along the other. The inner integral then depends in general on θ′, and the double average must be done with the actual covariance. Nor does a variance say how often a hole fails to open at all: that is a question about rare events, for which the tail of the distribution is needed.

The main values are collected in the numerical output below; the others follow from them by simple arithmetic.

Values computed for the example and the checks

```
Nominal radius R: 12.0 nm
Point rms error sigma: 0.80 nm
Correlation length xi: 10.0 nm
x = pi R/xi: 3.7699
exp(-x): 0.0231
Variance ratio, formula: 0.25914
Variance ratio, direct double average: 0.25914
Variance of mean radius: 0.1659 nm^2
SD of mean radius: 0.4072 nm
SD of mean radius, converted: 4.072 angstrom
Three-sigma of mean diameter: 2.443 nm
Effective number of segments: 3.859
SD of mean radius at R = 6 nm: 0.5366 nm
SD of mean radius at R = 12 nm: 0.4072 nm
SD of mean radius at R = 24 nm: 0.2913 nm
Fourier coefficient a_0: 0.2591
Fourier coefficient a_1: 0.1602
Fourier coefficient a_2: 0.0686
Fourier coefficient a_3: 0.0374
Random contours per noise type: 20000
Sampled SD of mean radius, gaussian: 0.407 nm
Sampled SD of area radius, gaussian: 0.406 nm
Sampled area-radius shift, gaussian: 0.0198 nm
Sampled SD of mean radius, two-valued: 0.410 nm
Sampled SD of area radius, two-valued: 0.409 nm
Sampled area-radius shift, two-valued: 0.0197 nm
Predicted area-radius shift: 0.0198 nm
Variance ratio if circle is cut open: 0.23010
Variance error of cut circle: -11.2 percent
Rms inside one contour: 0.6886 nm
SD if that rms is used as sigma: 0.3505 nm
SD with chord distance: 0.4306 nm
SD with chord, exponent 1.5: 0.4091 nm
Assumed resist depth: 30.0 nm
Assumed depth correlation length: 10.0 nm
Depth-averaging factor on SD: 0.6749
SD after depth averaging: 0.2749 nm
Assumed metrology noise rms: 0.40 nm
Sigma with noise left in: 0.8944 nm
SD predicted from noisy sigma: 0.4553 nm
Assumed common radius error rms: 0.30 nm
Total SD with common error: 0.5058 nm
```
